# Two derivations of the matching coefficient of an augmented plane wave: verification in Python

```python
"""Augmented plane wave (APW): matching coefficient on a muffin-tin sphere.

Result under test:
  A_lm = 4 pi i^l Omega^(-1/2) exp(i K.tau) j_l(K R) conj(Y_lm(K)) / u_l(R,E)
Omega: cell volume; tau, R: centre and radius of the sphere; K: wave vector;
j_l: spherical Bessel function; Y_lm: orthonormal complex harmonic;
u_l(r,E): regular radial solution, integral of r^2 u_l^2 over 0..R equal to 1.
Potential in the sphere: V(r) = -e^2/(4 pi eps0) (1/r - 1/R).
Lengths are in nm and energies in eV.
"""
import math
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import eval_legendre, lpmv, spherical_jn

KINETIC = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
COULOMB = const.e / (4 * math.pi * const.epsilon_0) * 1e9    # eV nm
CELL = 0.4
R = 0.15
OMEGA = CELL**3
TAU = CELL * np.array([0.5, 0.25, 0.0])
K_BLOCH = 2 * math.pi / CELL * np.array([0.1, 0.2, 0.3])
G_VEC = 2 * math.pi / CELL * np.array([1.0, 0.0, 0.0])
K_VEC = K_BLOCH + G_VEC
K = np.linalg.norm(K_VEC)
ENERGY = 5.0
LMAX = 12

NODES, WEIGHTS = leggauss(60)


def harmonic(l, m, cos_theta, phi):
    """Orthonormal Y_lm with the Condon-Shortley phase."""
    n = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - n) / math.factorial(l + n))
    value = norm * lpmv(n, l, cos_theta) * np.exp(1j * n * phi)
    return value if m >= 0 else (-1)**n * np.conj(value)


def angles(vector):
    length = np.linalg.norm(vector)
    cos_theta = vector[2] / length if length > 0 else 1.0
    return cos_theta, math.atan2(vector[1], vector[0])


# Product quadrature over the directions of the unit sphere
cos_nodes, cos_weights = leggauss(40)
phi_nodes = 2 * math.pi * np.arange(80) / 80
COS, PHI = [g.ravel() for g in np.meshgrid(cos_nodes, phi_nodes, indexing="ij")]
SOLID = np.repeat(cos_weights, 80) * 2 * math.pi / 80
SIN = np.sqrt(1 - COS**2)
DIRECTIONS = np.column_stack([SIN * np.cos(PHI), SIN * np.sin(PHI), COS])
Y_GRID = {(l, m): harmonic(l, m, COS, PHI)
          for l in range(LMAX + 1) for m in range(-l, l + 1)}


def plane_wave(k_vec, centre, radius):
    points = centre + radius * DIRECTIONS
    return np.exp(1j * points @ k_vec) / math.sqrt(OMEGA)


def project(l, m, k_vec, centre, radius):
    """Angular coefficient of the plane wave, from its definition."""
    wave = plane_wave(k_vec, centre, radius)
    return np.sum(SOLID * np.conj(Y_GRID[l, m]) * wave)


def radial_function(l, energy, charge=1.0, terms=80):
    """Normalized u_l as a polynomial in x = r/R (power series)."""
    beta = charge * COULOMB * R / KINETIC
    eps = (charge * COULOMB / R - energy) * R**2 / KINETIC
    a = [1.0, -beta / (2 * l + 2)]
    for n in range(2, terms):
        a.append((-beta * a[n - 1] + eps * a[n - 2]) / (n * (n + 2 * l + 1)))
    poly = Polynomial([0.0] * l + a)
    x = (NODES + 1) / 2
    integral = R**3 * np.sum(WEIGHTS / 2 * x**2 * poly(x)**2)
    return poly * float(1 / math.sqrt(integral))


def apw_coefficient(l, m, k_vec, centre, u_at_R):
    """The derived matching formula."""
    length = np.linalg.norm(k_vec)
    phase = np.exp(1j * np.dot(k_vec, centre))
    return (4 * math.pi * 1j**l / math.sqrt(OMEGA) * phase
            * spherical_jn(l, length * R)
            * np.conj(harmonic(l, m, *angles(k_vec))) / u_at_R)


# Legendre coefficients of exp(izx) and the moment that fixes their scale
for l in range(9):
    legendre = eval_legendre(l, NODES)
    moment = 0.5 * np.sum(WEIGHTS * NODES**l * legendre)
    double_factorial = math.prod(range(1, 2 * l + 2, 2))
    assert abs(moment * double_factorial / math.factorial(l) - 1) < 1e-9
    for z in (0.3, K * R, 9.0):
        c_l = 0.5 * np.sum(WEIGHTS * legendre * np.exp(1j * z * NODES))
        assert abs(c_l - 1j**l * spherical_jn(l, z)) < 1e-12

# Addition theorem for the direction of K and all grid directions
cos_gamma = DIRECTIONS @ (K_VEC / K)
for l in range(7):
    total = sum(np.conj(harmonic(l, m, *angles(K_VEC))) * Y_GRID[l, m]
                for m in range(-l, l + 1))
    difference = 4 * math.pi / (2 * l + 1) * total - eval_legendre(l, cos_gamma)
    assert np.max(np.abs(difference)) < 1e-11

# Radial functions against direct integration of the radial equation
U = [radial_function(l, ENERGY) for l in range(LMAX + 1)]
U_R = [float(u(1.0)) for u in U]
LOG_IN = [float(u.deriv()(1.0)) / u_R for u, u_R in zip(U, U_R)]
for l in range(4):
    def radial_equation(r, y, l=l):
        potential = -COULOMB * (1 / r - 1 / R)
        return [y[1], -(2 * l + 2) / r * y[1]
                + (potential - ENERGY) / KINETIC * y[0]]
    start = 1e-6 * R
    slope = -COULOMB / KINETIC / (2 * l + 2)
    run = solve_ivp(radial_equation, (start, R), [1 + slope * start, slope],
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert run.success
    w, dw = run.y[:, -1]
    assert abs(U_R[l] / U[l].coef[l] - w) < 1e-7
    assert abs(LOG_IN[l] - (l + R * dw / w)) < 1e-6

# Main test: formula against angular projection of the full plane wave
A = {(l, m): apw_coefficient(l, m, K_VEC, TAU, U_R[l]) for l, m in Y_GRID}
A_QUAD = {(l, m): project(l, m, K_VEC, TAU, R) / U_R[l]
          for l in range(7) for m in range(-l, l + 1)}
worst = max(abs(A[key] - A_QUAD[key]) for key in A_QUAD)
assert worst < 1e-11

# Translated sphere: Bloch phase with the reduced vector k
shift = CELL * np.array([1.0, -2.0, 1.0])
for l, m in ((0, 0), (1, 1), (2, -1), (3, 2)):
    moved = project(l, m, K_VEC, TAU + shift, R) / U_R[l]
    assert abs(moved - np.exp(1j * K_BLOCH @ shift) * A[l, m]) < 1e-11

# Zero wave vector: only l = 0 survives
zero = np.zeros(3)
for l in range(4):
    for m in range(-l, l + 1):
        direct = project(l, m, zero, TAU, R) / U_R[l]
        assert abs(direct - apw_coefficient(l, m, zero, TAU, U_R[l])) < 1e-11
        assert (abs(direct) > 1e-3) if l == 0 else (abs(direct) < 1e-11)

# Zero potential at the free-electron energy: plane wave inside the sphere
free_energy = KINETIC * K**2
inside = np.zeros(len(COS), dtype=complex)
for l in range(LMAX + 1):
    u_free = radial_function(l, free_energy, charge=0.0)
    for m in range(-l, l + 1):
        coefficient = apw_coefficient(l, m, K_VEC, TAU, float(u_free(1.0)))
        inside += coefficient * u_free(0.6) * Y_GRID[l, m]
assert np.max(np.abs(inside - plane_wave(K_VEC, TAU, 0.6 * R))) < 1e-8

# Value mismatch on the sphere for a finite angular-momentum cutoff
surface = plane_wave(K_VEC, TAU, R)
series = np.zeros(len(COS), dtype=complex)
mismatch = {}
for l in range(LMAX + 1):
    for m in range(-l, l + 1):
        series += A[l, m] * U_R[l] * Y_GRID[l, m]
    if l % 2 == 0 and 2 <= l <= 10:
        mean_square = np.sum(SOLID * np.abs(series - surface)**2) / (4 * math.pi)
        mismatch[l] = math.sqrt(mean_square * OMEGA)
        tail = math.sqrt(sum((2 * n + 1) * spherical_jn(n, K * R)**2
                             for n in range(l + 1, 50)))
        assert abs(mismatch[l] / tail - 1) < 1e-4

# Slope of the outer wave by finite differences, and the kink
LOG_OUT = []
h = 1e-5
for l in range(4):
    j, dj = spherical_jn(l, K * R), spherical_jn(l, K * R, derivative=True)
    LOG_OUT.append(K * R * dj / j)
    for m in range(-l, l + 1):
        numeric = (project(l, m, K_VEC, TAU, R + h)
                   - project(l, m, K_VEC, TAU, R - h)) / (2 * h)
        assert abs(numeric - A[l, m] * U_R[l] * LOG_OUT[l] / R) < 1e-4
for l in range(3):
    assert abs(LOG_IN[l] - LOG_OUT[l]) > 0.1

# Weight in the sphere: volume quadrature against the sum over channels
L_WEIGHT = 8
x_nodes = (NODES[::1] + 1) / 2
field = np.zeros((len(x_nodes), len(COS)), dtype=complex)
for l in range(L_WEIGHT + 1):
    angular = sum(A[l, m] * Y_GRID[l, m] for m in range(-l, l + 1))
    field += np.outer(U[l](x_nodes), angular)
volume_weight = R**3 * np.sum(WEIGHTS / 2 * x_nodes**2
                              * (np.abs(field)**2 @ SOLID))
channel = [4 * math.pi * (2 * l + 1) * spherical_jn(l, K * R)**2
           / (OMEGA * U_R[l]**2) for l in range(L_WEIGHT + 1)]
assert abs(volume_weight / sum(channel) - 1) < 1e-9

# Energy at which u_0 vanishes on the sphere, and the divergence of A_00
def u0_at_R(energy):
    return float(radial_function(0, energy)(1.0))


E_ZERO = brentq(u0_at_R, -6.0, 3.0, xtol=1e-12)
slope_zero = float(radial_function(0, E_ZERO).deriv()(1.0)) / R
rate_formula = 1 / (KINETIC * R**2 * slope_zero)
rate_numeric = (u0_at_R(E_ZERO + 1e-3) - u0_at_R(E_ZERO - 1e-3)) / 2e-3
assert abs(rate_numeric / rate_formula - 1) < 1e-5


def size_A00(offset):
    return abs(apw_coefficient(0, 0, K_VEC, TAU, u0_at_R(E_ZERO + offset)))


pole_strength = abs(project(0, 0, K_VEC, TAU, R) / rate_formula)
assert abs(size_A00(1e-4) * 1e-4 / pole_strength - 1) < 1e-3

# Numbers for the worked example
cos_K, phi_K = angles(K_VEC)
print(f"hbar^2/(2m) = {KINETIC:.6f} eV nm^2")
print(f"e^2/(4 pi eps0) = {COULOMB:.6f} eV nm")
print(f"a = {CELL:.2f} nm, R = {R:.2f} nm, Omega = {OMEGA:.4f} nm^3")
print("tau =", np.round(TAU, 4), "nm")
print("K =", np.round(K_VEC, 4), "nm^-1")
print(f"|K| = {K:.4f} nm^-1, KR = {K * R:.4f} (no unit)")
print(f"cos(theta_K) = {cos_K:.5f}, phi_K = {phi_K:.5f} rad")
print(f"K.tau = {K_VEC @ TAU:.5f} rad")
phase_tau = np.exp(1j * K_VEC @ TAU)
print(f"exp(i K.tau) = {phase_tau.real:.5f} {phase_tau.imag:+.5f}i (no unit)")
print(f"E = {ENERGY:.1f} eV, hbar^2 K^2/(2m) = {free_energy:.3f} eV")
print(f"4 pi/sqrt(Omega) = {4 * math.pi / math.sqrt(OMEGA):.4f} nm^-3/2")
print(f"Y_00(K) = {harmonic(0, 0, cos_K, phi_K).real:.5f}, "
      f"Y_10(K) = {harmonic(1, 0, cos_K, phi_K).real:.5f} (no unit)")
for l in range(4):
    print(f"l={l}: j_l(KR) = {spherical_jn(l, K * R):.5f} (no unit), "
          f"u_l(R) = {U_R[l]:.4f} nm^-3/2")
for l, m in ((0, 0), (1, -1), (1, 0), (1, 1), (2, 0)):
    f, q = A[l, m], A_QUAD[l, m]
    print(f"A_{l},{m} formula {f.real:+.6f} {f.imag:+.6f}i, "
          f"quadrature {q.real:+.6f} {q.imag:+.6f}i (no unit)")
print(f"largest |formula - quadrature|, l <= 6: {worst:.1e} (no unit)")
for L, value in mismatch.items():
    print(f"cutoff L={L}: relative rms value mismatch = {value:.3e}")
for l in range(4):
    print(f"l={l}: R u'/u = {LOG_IN[l]:.4f}, "
          f"KR j'/j = {LOG_OUT[l]:.4f} (no unit)")
for l in range(4):
    print(f"l={l}: weight in sphere = {channel[l]:.5f} (no unit)")
print(f"total weight, l <= {L_WEIGHT}: {sum(channel):.5f} (no unit)")
print(f"plane-wave weight in sphere = "
      f"{4 * math.pi * R**3 / (3 * OMEGA):.5f} (no unit)")
print(f"E0 with u_0(R,E0) = 0: {E_ZERO:.5f} eV")
print(f"du_0(R)/dE at E0: formula {rate_formula:.5f}, "
      f"difference {rate_numeric:.5f} nm^-3/2 eV^-1")
print(f"|A_00| at E = {ENERGY:.1f} eV: {abs(A[0, 0]):.5f} (no unit)")
for offset in (0.1, 0.01, 0.001):
    print(f"|A_00| at E0 + {offset} eV: {size_A00(offset):.4f} (no unit)")
print("finished without a failed check")
```

It prints:

```
hbar^2/(2m) = 0.038100 eV nm^2
e^2/(4 pi eps0) = 1.439965 eV nm
a = 0.40 nm, R = 0.15 nm, Omega = 0.0640 nm^3
tau = [0.2 0.1 0. ] nm
K = [17.2788  3.1416  4.7124] nm^-1
|K| = 18.1833 nm^-1, KR = 2.7275 (no unit)
cos(theta_K) = 0.25916, phi_K = 0.17985 rad
K.tau = 3.76991 rad
exp(i K.tau) = -0.80902 -0.58779i (no unit)
E = 5.0 eV, hbar^2 K^2/(2m) = 12.597 eV
4 pi/sqrt(Omega) = 49.6729 nm^-3/2
Y_00(K) = 0.28209, Y_10(K) = 0.12663 (no unit)
l=0: j_l(KR) = 0.14752 (no unit), u_l(R) = -20.7032 nm^-3/2
l=1: j_l(KR) = 0.38974 (no unit), u_l(R) = 30.2485 nm^-3/2
l=2: j_l(KR) = 0.28115 (no unit), u_l(R) = 41.6575 nm^-3/2
l=3: j_l(KR) = 0.12567 (no unit), u_l(R) = 49.2303 nm^-3/2
A_0,0 formula +0.080778 +0.058689i, quadrature +0.080778 +0.058689i (no unit)
A_1,-1 formula +0.154413 -0.147535i, quadrature +0.154413 -0.147535i (no unit)
A_1,0 formula +0.047635 -0.065564i, quadrature +0.047635 -0.065564i (no unit)
A_1,1 formula -0.092598 +0.192446i, quadrature -0.092598 +0.192446i (no unit)
A_2,0 formula -0.068305 -0.049627i, quadrature -0.068305 -0.049627i (no unit)
largest |formula - quadrature|, l <= 6: 1.8e-15 (no unit)
cutoff L=2: relative rms value mismatch = 3.568e-01
cutoff L=4: relative rms value mismatch = 3.701e-02
cutoff L=6: relative rms value mismatch = 1.746e-03
cutoff L=8: relative rms value mismatch = 4.697e-05
cutoff L=10: relative rms value mismatch = 8.169e-07
l=0: R u'/u = 2.4158, KR j'/j = -7.2057 (no unit)
l=1: R u'/u = -0.1784, KR j'/j = -0.9676 (no unit)
l=2: R u'/u = 1.3794, KR j'/j = 0.7809 (no unit)
l=3: R u'/u = 2.5695, KR j'/j = 2.1021 (no unit)
l=0: weight in sphere = 0.00997 (no unit)
l=1: weight in sphere = 0.09779 (no unit)
l=2: weight in sphere = 0.04472 (no unit)
l=3: weight in sphere = 0.00896 (no unit)
total weight, l <= 8: 0.16249 (no unit)
plane-wave weight in sphere = 0.22089 (no unit)
E0 with u_0(R,E0) = 0: -1.34006 eV
du_0(R)/dE at E0: formula -3.87816, difference -3.87816 nm^-3/2 eV^-1
|A_00| at E = 5.0 eV: 0.09985 (no unit)
|A_00| at E0 + 0.1 eV: 5.3305 (no unit)
|A_00| at E0 + 0.01 eV: 53.3025 (no unit)
|A_00| at E0 + 0.001 eV: 533.0252 (no unit)
finished without a failed check
```
